**Screened exchange and the HSE gap deficit in two model insulators**

The program examines the deficit $T/\epsilon+(1/\epsilon-1/4)S$ of the HSE form relative to a hybrid with exchange fraction $1/\epsilon$. Here $\epsilon$ is the electronic dielectric constant, and $S$ and $T$ are the first-order gap openings from replacing LDA exchange by nonlocal exchange at short and long range. It asserts that the small-$q$ dielectric response agrees with a momentum-matrix-element formula, and that the full exchange opening does not depend on how the integral is divided between two quadratures. It also asserts the small-$\omega$ expansion of the long-range opening in the deep crystal, the kernel and LDA attenuation formulas against real-space integrals, and convergence of the semilocal gap at L with the plane-wave cutoff. Further assertions require that, in the deep crystal, restoring the tail alone or using a global fraction of 1/4 still leaves the gap below the reference. The output gives a deficit of 8.0 eV in the deep crystal, of which 2.5 eV comes from the missing tail, and 1.8 eV in the shallow crystal, of which 1.1 eV does. The computed screening lengths are about 1 bohr, against $1/\omega=9.09$ bohr in HSE.

## Program and output

```python
"""
Result under test: an insulator's static screened interaction keeps the tail
1/(eps r), while the HSE exchange kernel (1/4) erfc(omega r)/r has none.
The HSE gap deficit against a hybrid with exchange fraction 1/eps is
    T/eps + (1/eps - 1/4) S,
where S and T are the short- and long-range gap openings produced by replacing
semilocal (LDA) exchange by nonlocal exchange, to first order.
The long-range nonlocal opening is close to 2 omega/sqrt(pi).

Model: fcc crystal, one Gaussian well and two electrons per primitive cell.
The well potential represents the converged semilocal potential.
eps: electronic RPA dielectric constant with local fields.
kappa: wave number at which 1 - 1/eps(q) has fallen to half its q=0 value.
Hartree atomic units inside the program; energies are printed in eV.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.special import erf, erfc, spherical_jn

EV = constants.value('Hartree energy in eV')
ANGSTROM = constants.value('Bohr radius') * 1e10
LATTICE = 7.0
WIDTH = 1.0
OMEGA = 0.11
FRACTION = 0.25
CUT = {3.0: 4.5, 1.5: 4.2}      # plane-wave cutoff in 1/bohr for each depth
VOLUME = LATTICE**3 / 4
RECIP = 2*np.pi/LATTICE * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
L_POINT = np.array([0.5, 0.5, 0.5]) @ RECIP
AXIS = np.ones(3) / np.sqrt(3)

# Reciprocal vectors and the Fourier components of a well of unit depth
line = np.arange(-8, 9)
INDEX = np.array(np.meshgrid(line, line, line, indexing='ij')).reshape(3, -1).T
INDEX = INDEX[np.linalg.norm(INDEX @ RECIP, axis=1) < 8.5]
GVEC = INDEX @ RECIP
g2 = (GVEC**2).sum(1)
distance2 = np.maximum(g2[:, None] + g2[None, :] - 2*GVEC @ GVEC.T, 0)
WELL = -(2*np.pi)**1.5 * WIDTH**3 / VOLUME * np.exp(-distance2*WIDTH**2/2)
near = np.where(g2 < 2.7**2)[0]
LOCAL = INDEX[near[np.argsort(g2[near])]]       # first entry is G = 0


def solve(depth, k, center=None, cut=None, lowest_only=False):
    """Plane-wave eigenstates at k; center fixes the choice of plane waves."""
    c = k if center is None else center
    limit = CUT[depth] if cut is None else cut
    idx = np.where(((GVEC + c)**2).sum(1) < limit**2)[0]
    h = depth * WELL[np.ix_(idx, idx)]
    h[np.diag_indices(len(idx))] += 0.5*((GVEC[idx] + k)**2).sum(1)
    if lowest_only:
        energy, coeff = eigh(h, subset_by_index=[0, 0], check_finite=False)
    else:
        energy, coeff = np.linalg.eigh(h)
    return idx, energy, coeff


def build_mesh(depth, n):
    """Filled-band states, band edges, and the q=0 head of eps from momenta."""
    f = np.arange(n)/n - 0.5
    points = np.array(np.meshgrid(f, f, f)).reshape(3, -1).T @ RECIP
    states, top, bottom, total = [], -np.inf, np.inf, 0.0
    for k in points:
        idx, e, c = solve(depth, k)
        states.append((k, idx, e[0], c[:, 0].copy()))
        top, bottom = max(top, e[0]), min(bottom, e[1])
        momentum = c[:, 1:].T @ (((GVEC[idx] + k) @ AXIS) * c[:, 0])
        total += np.sum(momentum**2 / (e[1:] - e[0])**3)
    head = 1 + 16*np.pi*total/(len(points)*VOLUME)
    return states, bottom - top, head


def dielectric(depth, states, q_length):
    """Return eps_00(q) and the macroscopic eps(q) = 1/(eps^-1)_00."""
    q = q_length * AXIS
    chi = np.zeros((len(LOCAL), len(LOCAL)))
    for k, idx, e_val, vec in states:
        box = np.zeros((33, 33, 33))
        box[tuple((INDEX[idx] + 16).T)] = vec
        center = k if q_length < 0.1 else k + q
        jdx, e, c = solve(depth, k + q, center)
        where = INDEX[jdx][:, None, :] - LOCAL[None, :, :] + 16
        shifted = box[where[..., 0], where[..., 1], where[..., 2]]
        m = c[:, 1:].T @ shifted
        chi += m.T @ (m / (e[1:] - e_val)[:, None])
    root = np.sqrt(4*np.pi) / np.linalg.norm(LOCAL @ RECIP + q, axis=1)
    eps = np.eye(len(LOCAL)) + 4*np.outer(root, root)*chi/(len(states)*VOLUME)
    return eps[0, 0], 1/np.linalg.inv(eps)[0, 0]


def short_kernel(k2, w):
    """Fourier transform of erfc(w r)/r."""
    k2 = np.maximum(k2, 1e-12)
    return -4*np.pi*np.expm1(-k2/(4*w*w))/k2


def to_grid(idx, vec, n=16):
    box = np.zeros((n, n, n))
    box[tuple((INDEX[idx] % n).T)] = vec
    return np.fft.ifftn(box) * n**3


def mesh_exchange(states, u_val, u_con, ranges):
    """Short-range nonlocal gap openings at L, and the electron density."""
    n = u_val.shape[0]
    f = np.rint(np.fft.fftfreq(n)*n)
    grid = np.stack(np.meshgrid(f, f, f, indexing='ij'), axis=-1) @ RECIP
    result = np.zeros(len(ranges))
    density = np.zeros(u_val.shape)
    for k, idx, _, vec in states:
        u = to_grid(idx, vec)
        density += np.abs(u)**2
        weight = np.abs(np.fft.fftn(u_val.conj()*u)/n**3)**2
        weight -= np.abs(np.fft.fftn(u_con.conj()*u)/n**3)**2
        k2 = ((grid + k - L_POINT)**2).sum(-1)
        for i, w in enumerate(ranges):
            result[i] += np.sum(short_kernel(k2, w)*weight)
    scale = len(states)*VOLUME
    return result/scale, 2*density/scale


def overlap_profile(depth, idx_l, c_l):
    """Angular average of F_v(K) - F_c(K) around the L point."""
    edge = np.zeros((2, len(INDEX)))
    edge[:, idx_l] = c_l[:, :2].T
    e1 = np.array([1, 1, -2])/np.sqrt(6)
    e2 = np.array([1, -1, 0])/np.sqrt(2)
    x, wx = np.polynomial.legendre.leggauss(8)
    radii = 3.0*(np.arange(31)/30)**1.5
    values = [1.0]
    for radius in radii[1:]:
        average = 0.0
        for cosine, w in zip((x + 1)/2, wx/2):
            sine = np.sqrt(1 - cosine**2)
            for phi in (np.arange(3) + 0.5)*np.pi/9:
                d = cosine*AXIS + sine*(np.cos(phi)*e1 + np.sin(phi)*e2)
                idx, _, c = solve(depth, L_POINT - radius*d, lowest_only=True)
                o = edge[:, idx] @ c[:, 0]
                average += w*(o[0]**2 - o[1]**2)/3
        values.append(average)
    return CubicSpline(radii, values, bc_type=((1, 0.0), 'not-a-knot'))


def long_exchange(profile, w):
    """Nonlocal gap opening from erf(w r)/r by radial quadrature."""
    x, wx = np.polynomial.legendre.leggauss(200)
    upper = min(3.0, 12*w)
    k = upper*(x + 1)/2
    return upper/np.pi*np.sum(wx*np.exp(-k*k/(4*w*w))*profile(k))


def lda_energy(n, w):
    """LDA exchange energy per electron for erfc(w r)/r; w=0 is Coulomb."""
    kf = (3*np.pi**2*n)**(1/3)
    full = -3*kf/(4*np.pi)
    if w == 0:
        return full
    a = w/(2*kf)
    bracket = (np.sqrt(np.pi)*erf(1/(2*a))
               + (2*a - 4*a**3)*np.exp(-1/(4*a*a)) - 3*a + 4*a**3)
    return full*(1 - 8*a/3*bracket)


def lda_opening(density, u_val, u_con, w):
    up, down = density*1.0001, density*0.9999
    potential = (up*lda_energy(up, w) - down*lda_energy(down, w))/(up - down)
    return np.mean((np.abs(u_con)**2 - np.abs(u_val)**2)*potential)


def study(depth):
    r = {'depth': depth}
    states, r['indirect'], r['head_momentum'] = build_mesh(depth, 8)
    r['head_q'], r['eps'] = dielectric(depth, states, 0.02)
    coarse = build_mesh(depth, 4)[0]
    r['q'] = np.array([0, 0.4, 0.8, 1.2, 1.8, 2.4, 3.0])
    drop = [1 - 1/dielectric(depth, coarse, q)[1] for q in r['q'][1:]]
    r['ratio'] = np.array([1.0] + [d/(1 - 1/r['eps']) for d in drop])
    assert r['ratio'][-1] < 0.5
    j = np.where(r['ratio'] < 0.5)[0][0]
    r['kappa'] = np.interp(0.5, r['ratio'][[j, j-1]], r['q'][[j, j-1]])
    idx, e, c = solve(depth, L_POINT)
    r['gap'] = e[1] - e[0]
    p = c[:, 1:].T @ ((GVEC[idx] + L_POINT)*c[:, [0]])
    position2 = (p**2).sum(1)/(e[1:] - e[0])**2
    r['spread'] = position2.sum() + position2[0]
    u_val, u_con = to_grid(idx, c[:, 0]), to_grid(idx, c[:, 1])
    short, density = mesh_exchange(states, u_val, u_con,
                                   [0.3, 0.4, r['kappa']])
    profile = overlap_profile(depth, idx, c)
    r['profile'] = profile
    r['full'] = short[0] + long_exchange(profile, 0.3)
    r['full_other'] = short[1] + long_exchange(profile, 0.4)
    r['long_hf'] = long_exchange(profile, OMEGA)
    lda_full = lda_opening(density, u_val, u_con, 0)
    lda_short = lda_opening(density, u_val, u_con, OMEGA)
    r['long_lda'] = lda_full - lda_short
    r['T'] = r['long_hf'] - r['long_lda']
    r['S'] = r['full'] - r['long_hf'] - lda_short
    r['hse'] = r['gap'] + FRACTION*r['S']
    r['global'] = r['hse'] + FRACTION*r['T']
    r['tail_restored'] = r['hse'] + r['T']/r['eps']
    r['reference'] = r['gap'] + (r['S'] + r['T'])/r['eps']
    at_kappa = short[2] - lda_opening(density, u_val, u_con, r['kappa'])
    r['hse_kappa'] = r['gap'] + FRACTION*at_kappa
    r['electrons'] = density.mean()*VOLUME
    return r


deep, shallow = study(3.0), study(1.5)

# Kernel and uniform-gas formulas against real-space integrals
for k in (1e-4, 0.3):
    direct = quad(lambda r: 4*np.pi*r*erfc(OMEGA*r)*np.sinc(k*r/np.pi),
                  0, 70, limit=300)[0]
    assert abs(direct/short_kernel(k*k, OMEGA) - 1) < 1e-6
n_test = 0.02
kf_test = (3*np.pi**2*n_test)**(1/3)
hole_energy = quad(lambda r: -9*np.pi*n_test*r*erfc(OMEGA*r)
                   * (spherical_jn(1, kf_test*r)/(kf_test*r))**2,
                   1e-9, 70, limit=300)[0]
assert abs(hole_energy/lda_energy(n_test, OMEGA) - 1) < 1e-5

# Real-space form of the one-length interpolation, by Fourier quadrature
eps, kappa = deep['eps'], deep['kappa']
for r in (1.0, 6.0):
    integral = quad(lambda q: r*np.sinc(q*r/np.pi)/(1 + (q/kappa)**2),
                    0, 150, limit=2000)[0]
    numeric = 1 - (1 - 1/eps)*2/np.pi*integral
    formula = 1/eps + (1 - 1/eps)*np.exp(-kappa*r)
    assert abs(numeric - formula) < 1e-3

# Both crystals: insulating, correctly filled, finite screening at q -> 0,
# full exchange independent of the auxiliary splitting, converged cutoff
for r in (deep, shallow):
    assert r['indirect'] > 0
    assert abs(r['electrons'] - 2) < 1e-8
    assert abs(r['head_q']/r['head_momentum'] - 1) < 0.02
    assert abs(r['full'] - r['full_other'])*EV < 0.05
    _, e_fine, _ = solve(r['depth'], L_POINT, cut=5.5)
    assert abs(e_fine[1] - e_fine[0] - r['gap'])*EV < 0.02
eps_six = dielectric(1.5, build_mesh(1.5, 6)[0], 0.02)[1]
assert abs(eps_six/shallow['eps'] - 1) < 0.03

# Long-range opening against the small-omega expansion. The tolerance is the
# estimated omitted fourth-order term (two-band estimate) plus 0.001.
expansion = {}
for w in (0.05, OMEGA):
    lead = 2*w/np.sqrt(np.pi)
    expansion[w] = lead*(1 - 2*w*w/3*deep['spread'])
    actual = long_exchange(deep['profile'], w)
    tolerance = 4*(w*w*deep['spread'])**2 + 0.001
    assert abs(actual - expansion[w])/lead < tolerance
    assert abs(actual - expansion[w]) < abs(actual - lead)

# The deep crystal loses gap through both parts; a global 1/4 is not enough
assert deep['T'] > 0 and deep['S'] > 0 and 1/deep['eps'] > FRACTION
assert deep['hse'] < deep['global'] < deep['reference']
assert deep['hse'] < deep['tail_restored'] < deep['reference']
assert (deep['reference'] - deep['hse']
        > shallow['reference'] - shallow['hse'])

print(f"lattice constant {LATTICE:.1f} bohr; well width {WIDTH:.1f} bohr")
print(f"HSE omega {OMEGA:.2f} 1/bohr; 1/omega {1/OMEGA:.2f} bohr"
      f" = {ANGSTROM/OMEGA:.2f} angstrom")
print(f"leading long-range opening 2 omega/sqrt(pi)"
      f" {2*OMEGA/np.sqrt(np.pi)*EV:.3f} eV; one quarter of it"
      f" {OMEGA/(2*np.sqrt(np.pi))*EV:.3f} eV")
print(f"deep crystal, opening with second-order correction"
      f" {expansion[OMEGA]*EV:.3f} eV")
for name, r in (('deep', deep), ('shallow', shallow)):
    e, s, t = r['eps'], r['S'], r['T']
    print(f"--- {name} crystal, well depth {r['depth']:.1f} hartree")
    print(f"semilocal gap: direct at L {r['gap']*EV:.2f} eV;"
          f" smallest on mesh {r['indirect']*EV:.2f} eV")
    print(f"eps without local fields: finite q {r['head_q']:.3f},"
          f" momentum formula {r['head_momentum']:.3f} (no unit)")
    print(f"eps with local fields {e:.3f}; 1/eps {1/e:.3f} (no unit)")
    print("q in 1/bohr: " + ' '.join(f'{x:.1f}' for x in r['q']))
    print("[1-1/eps(q)]/[1-1/eps], no unit: "
          + ' '.join(f'{x:.3f}' for x in r['ratio']))
    model = 1/(1 + (r['q']/r['kappa'])**2)
    print("one-length interpolation, no unit: "
          + ' '.join(f'{x:.3f}' for x in model))
    print(f"screening wave number kappa {r['kappa']:.2f} 1/bohr;"
          f" length {1/r['kappa']:.2f} bohr")
    for distance in (2.0, 10.0, 30.0):
        w_factor = 1/e + (1 - 1/e)*np.exp(-r['kappa']*distance)
        print(f"r {distance:.0f} bohr: r W/e^2 {w_factor:.3f};"
              f" HSE factor {FRACTION*erfc(OMEGA*distance):.6f} (no unit)")
    print(f"full nonlocal exchange opening {r['full']*EV:.3f} eV")
    print(f"long-range opening: nonlocal {r['long_hf']*EV:.3f} eV;"
          f" LDA {r['long_lda']*EV:.3f} eV")
    print(f"nonlocal minus LDA: S {s*EV:.3f} eV; T {t*EV:.3f} eV")
    print(f"gap: HSE form {r['hse']*EV:.3f} eV;"
          f" global 1/4 {r['global']*EV:.3f} eV")
    print(f"gap: HSE form plus tail 1/eps {r['tail_restored']*EV:.3f} eV;"
          f" reference 1/eps {r['reference']*EV:.3f} eV")
    print(f"deficit of HSE form {(r['reference']-r['hse'])*EV:.3f} eV:"
          f" tail {t/e*EV:.3f} eV, short range {(1/e-FRACTION)*s*EV:.3f} eV")
    print(f"eps at which the deficit would vanish for this S and T"
          f" {4*(1+t/s):.2f} (no unit)")
    print(f"gap of HSE form with omega = kappa {r['hse_kappa']*EV:.3f} eV")
print("finished without a failed check")
```

Output:

```
lattice constant 7.0 bohr; well width 1.0 bohr
HSE omega 0.11 1/bohr; 1/omega 9.09 bohr = 4.81 angstrom
leading long-range opening 2 omega/sqrt(pi) 3.378 eV; one quarter of it 0.844 eV
deep crystal, opening with second-order correction 3.302 eV
--- deep crystal, well depth 3.0 hartree
semilocal gap: direct at L 19.42 eV; smallest on mesh 18.87 eV
eps without local fields: finite q 1.345, momentum formula 1.345 (no unit)
eps with local fields 1.271; 1/eps 0.787 (no unit)
q in 1/bohr: 0.0 0.4 0.8 1.2 1.8 2.4 3.0
[1-1/eps(q)]/[1-1/eps], no unit: 1.000 0.931 0.757 0.550 0.298 0.148 0.071
one-length interpolation, no unit: 1.000 0.916 0.731 0.548 0.350 0.232 0.162
screening wave number kappa 1.32 1/bohr; length 0.76 bohr
r 2 bohr: r W/e^2 0.802; HSE factor 0.188926 (no unit)
r 10 bohr: r W/e^2 0.787; HSE factor 0.029949 (no unit)
r 30 bohr: r W/e^2 0.787; HSE factor 0.000001 (no unit)
full nonlocal exchange opening 19.715 eV
long-range opening: nonlocal 3.308 eV; LDA 0.099 eV
nonlocal minus LDA: S 10.280 eV; T 3.209 eV
gap: HSE form 21.995 eV; global 1/4 22.797 eV
gap: HSE form plus tail 1/eps 24.519 eV; reference 1/eps 30.035 eV
deficit of HSE form 8.040 eV: tail 2.524 eV, short range 5.516 eV
eps at which the deficit would vanish for this S and T 5.25 (no unit)
gap of HSE form with omega = kappa 19.513 eV
--- shallow crystal, well depth 1.5 hartree
semilocal gap: direct at L 7.11 eV; smallest on mesh 5.05 eV
eps without local fields: finite q 3.142, momentum formula 3.145 (no unit)
eps with local fields 2.827; 1/eps 0.354 (no unit)
q in 1/bohr: 0.0 0.4 0.8 1.2 1.8 2.4 3.0
[1-1/eps(q)]/[1-1/eps], no unit: 1.000 0.851 0.586 0.361 0.148 0.056 0.024
one-length interpolation, no unit: 1.000 0.850 0.587 0.387 0.219 0.136 0.092
screening wave number kappa 0.95 1/bohr; length 1.05 bohr
r 2 bohr: r W/e^2 0.450; HSE factor 0.188926 (no unit)
r 10 bohr: r W/e^2 0.354; HSE factor 0.029949 (no unit)
r 30 bohr: r W/e^2 0.354; HSE factor 0.000001 (no unit)
full nonlocal exchange opening 12.466 eV
long-range opening: nonlocal 3.107 eV; LDA 0.039 eV
nonlocal minus LDA: S 6.539 eV; T 3.067 eV
gap: HSE form 8.750 eV; global 1/4 9.516 eV
gap: HSE form plus tail 1/eps 9.835 eV; reference 1/eps 10.513 eV
deficit of HSE form 1.763 eV: tail 1.085 eV, short range 0.678 eV
eps at which the deficit would vanish for this S and T 5.88 (no unit)
gap of HSE form with omega = kappa 7.179 eV
finished without a failed check
```
